# Maxwell Stress and Elastic Strain in a Thin Oxide Film: a program that tests the result

```python
# Result under test: an oxide film of thickness d, relative permittivity
# eps_r and voltage V has Maxwell stress p = eps0*eps_r*(V/d)**2/2, about
# 10 MPa here, and the strain p/Y from this stress alone is below 1e-4.
# Y: Young's modulus, nu: Poisson ratio, M: modulus of a bonded film,
# z: film normal, s: strain (positive when the film gets thicker).
# Material inputs are rough typical values for an In2O3 film.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad

eps0, e_charge = const.epsilon_0, const.e
hbar, m_e = const.hbar, const.m_e
d, V, eps_r = 2e-9, 1.0, 9.0
Y, nu = 150e9, 0.30
limit = 1e-4
eps = eps0 * eps_r
E = V / d
p = 0.5 * eps * E**2
strain = p / Y

# Maxwell tensor from its definition, and virtual work at fixed charge.
field = np.array([0.0, 0.0, E])
tensor = eps * (np.outer(field, field) - 0.5 * np.eye(3) * (field @ field))
assert np.allclose(np.diag(tensor), [-p, -p, p], rtol=1e-12)
charge = eps * V / d


def energy_fixed_charge(thickness):
    # Integrate the energy density through the film.
    density = lambda x: 0.5 * charge**2 / eps
    return quad(density, 0.0, thickness)[0]


step = 1e-3 * d
force_q = (energy_fixed_charge(d + step)
           - energy_fixed_charge(d - step)) / (2 * step)
assert abs(force_q / p - 1) < 1e-8


# Fixed voltage: field energy minus battery work, per initial volume.
def electric_potential(s):
    area = (1 + s[0]) * (1 + s[1])
    thickness = d * (1 + s[2])
    capacitance = eps * area / thickness
    field_energy = 0.5 * capacitance * V**2
    battery_work = capacitance * V**2
    return (field_energy - battery_work) / d


h = 1e-4
load = np.array([-(electric_potential(h * axis)
                   - electric_potential(-h * axis)) / (2 * h)
                 for axis in np.eye(3)])
assert np.allclose(load, [p, p, -p], rtol=1e-6)


# Elastic response from the isotropic compliance matrix.
def compliance(poisson):
    return ((1 + poisson) * np.eye(3) - poisson * np.ones((3, 3))) / Y


def bonded_modulus(poisson):
    return Y * (1 - poisson) / ((1 + poisson) * (1 - 2 * poisson))


for trial in (0.0, 0.1, 0.2, 0.3, 0.4, 0.45):
    stiffness_zz = np.linalg.inv(compliance(trial))[2, 2]
    assert abs(stiffness_zz / bonded_modulus(trial) - 1) < 1e-10
    assert stiffness_zz >= Y * (1 - 1e-12)
M = bonded_modulus(nu)
strain_normal = (compliance(nu) @ np.array([0.0, 0.0, load[2]]))[2]
strain_bonded = load[2] / np.linalg.inv(compliance(nu))[2, 2]
strain_free = (compliance(nu) @ load)[2]
assert abs(strain_normal / (-strain) - 1) < 1e-6
assert abs(strain_bonded / (-p / M) - 1) < 1e-6
assert abs(strain_free / (-(1 + 2 * nu) * p / Y) - 1) < 1e-6
assert abs(strain_bonded) < strain < limit
assert abs(strain_free) > limit
assert abs(p / 1e7 - 1) < 0.01

# Voltage at which the simple strain reaches the limit.
V_limit = d * np.sqrt(2 * Y * limit / eps)
strain_at_limit = 0.5 * eps * (V_limit / d)**2 / Y
assert abs(strain_at_limit / limit - 1) < 1e-12

# Electrostriction: fixed polarizability, density falls as 1/(1+s).
mp.mp.dps = 40
unit_stress = 0.5 * eps0 * E**2
cm_slope = -(eps_r - 1) * (eps_r + 2) / 3


def cm_permittivity(s):
    x = mp.mpf(eps_r - 1) / (eps_r + 2) / (1 + s)
    return (1 + 2 * x) / (1 - x)


def total_potential(s):
    electric = unit_stress * cm_permittivity(s) / (1 + s)
    return s**2 / 2 - electric / M


slope_numeric = float(mp.diff(cm_permittivity, 0))
assert abs(slope_numeric / cm_slope - 1) < 1e-10
strain_cm = unit_stress * (cm_slope - eps_r) / M
strain_root = float(mp.findroot(lambda s: mp.diff(total_potential, s),
                                (mp.mpf(0), mp.mpf(strain_cm))))
# The linear formula omits terms of relative order ten times the strain.
assert abs(strain_root / strain_cm - 1) < 0.01
assert abs(strain_root) > limit
slope_low = eps_r - M * limit / unit_stress
slope_high = eps_r + M * limit / unit_stress
assert slope_low < 0 < slope_high

# Donor space charge in a depleted film: finite-difference Poisson solve.
donors = 1e25
n = 201
x = np.linspace(0, d, n)
dx = x[1] - x[0]
matrix = (np.diag(-2 * np.ones(n - 2)) + np.diag(np.ones(n - 3), 1)
          + np.diag(np.ones(n - 3), -1))
rhs = -e_charge * donors / eps * dx**2 * np.ones(n - 2)
rhs[-1] -= V
phi = np.concatenate(([0.0], np.linalg.solve(matrix, rhs), [V]))
face_fields = np.abs(np.gradient(phi, dx, edge_order=2))[[0, -1]]
field_shift = e_charge * donors * d / (2 * eps)
assert np.allclose(face_fields, [E + field_shift, E - field_shift],
                   rtol=1e-6)
face_stress = 0.5 * eps * face_fields**2

# Tunnelling at the metal Fermi level, barrier rising from 0 to e*V.
mass = 0.3 * m_e
kappa = lambda u: np.sqrt(2 * mass * e_charge * V * u) / hbar
wkb_numeric = 2 * d * quad(kappa, 0, 1)[0]
wkb_exponent = 4 * d * np.sqrt(2 * mass * e_charge * V) / (3 * hbar)
assert abs(wkb_numeric / wkb_exponent - 1) < 1e-7
transmission = np.exp(-wkb_exponent)

# Other scales.
expansion = 7e-6
warming = strain / expansion
field_scale = 1e9
stress_scale = 0.5 * eps * field_scale**2
ion_number, half_jump, act_volume = 3, 0.15e-9, 1e-29
field_work = ion_number * E * half_jump
stress_work = p * act_volume / e_charge
temperature = 300.0
thermal_energy = const.k * temperature / e_charge
assert stress_work < 0.1 * thermal_energy < field_work

print(f"Thickness: {d*1e9:.1f} nm")
print(f"Voltage: {V:.1f} V")
print(f"Relative permittivity (rough): {eps_r:.1f}")
print(f"Young's modulus (rough): {Y/1e9:.0f} GPa")
print(f"Poisson ratio (rough): {nu:.2f}")
print(f"Vacuum permittivity: {eps0:.4e} F/m")
print(f"Field: {E/1e8:.2f} MV/cm = {E:.2e} V/m")
print(f"Maxwell stress p: {p/1e6:.2f} MPa = {p:.3e} Pa")
print(f"Force per area, fixed charge: {force_q/1e6:.2f} MPa")
print(f"Force per area, fixed voltage: {-load[2]/1e6:.2f} MPa")
print(f"Strain magnitude p/Y: {strain:.2e}")
print(f"Strain limit: {limit:.1e}")
print(f"Thickness change, p/Y times d: {strain*d*1e12:.3f} pm")
print(f"Voltage where p/Y meets the limit: {V_limit:.2f} V")
print(f"Field at that voltage: {V_limit/d/1e8:.2f} MV/cm")
print(f"Bonded-film modulus M: {M/1e9:.1f} GPa")
print(f"Strain, bonded film: {strain_bonded:.2e}")
print(f"Strain, free edges: {strain_free:.2e}")
print(f"Stress unit eps0*E^2/2: {unit_stress/1e6:.3f} MPa")
print(f"d(eps_r)/ds, Clausius-Mossotti: {cm_slope:.1f}")
print(f"Total strain, linear formula: {strain_cm:.2e}")
print(f"Total strain, energy minimum: {strain_root:.2e}")
print(f"Lowest d(eps_r)/ds within limit: {slope_low:.1f}")
print(f"Highest d(eps_r)/ds within limit: {slope_high:.1f}")
print(f"Donor density (rough): {donors/1e6:.1e} cm^-3")
print(f"Face-field shift by donors: {field_shift/1e8:.2f} MV/cm")
print(f"Face stress, larger: {face_stress[0]/1e6:.2f} MPa")
print(f"Face stress, smaller: {face_stress[1]/1e6:.2f} MPa")
print(f"Effective mass (rough): {mass/m_e:.2f} electron masses")
print(f"WKB exponent: {wkb_exponent:.2f}")
print(f"WKB transmission: {transmission:.1e}")
print(f"Thermal expansion (rough): {expansion:.1e} 1/K")
print(f"Warming for a strain of p/Y: {warming:.1f} K")
print(f"Rough breakdown scale: {field_scale/1e8:.0f} MV/cm")
print(f"Maxwell stress at that scale: {stress_scale/1e6:.1f} MPa")
print(f"Ion charge number: {ion_number}")
print(f"Half jump distance: {half_jump*1e9:.2f} nm")
print(f"Activation volume: {act_volume*1e27:.3f} nm^3")
print(f"Barrier lowering by field: {field_work:.3f} eV")
print(f"Stress times activation volume: {stress_work:.1e} eV")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {thermal_energy:.4f} eV")
print("all good")
```

It prints:

```
Thickness: 2.0 nm
Voltage: 1.0 V
Relative permittivity (rough): 9.0
Young's modulus (rough): 150 GPa
Poisson ratio (rough): 0.30
Vacuum permittivity: 8.8542e-12 F/m
Field: 5.00 MV/cm = 5.00e+08 V/m
Maxwell stress p: 9.96 MPa = 9.961e+06 Pa
Force per area, fixed charge: 9.96 MPa
Force per area, fixed voltage: 9.96 MPa
Strain magnitude p/Y: 6.64e-05
Strain limit: 1.0e-04
Thickness change, p/Y times d: 0.133 pm
Voltage where p/Y meets the limit: 1.23 V
Field at that voltage: 6.14 MV/cm
Bonded-film modulus M: 201.9 GPa
Strain, bonded film: -4.93e-05
Strain, free edges: -1.06e-04
Stress unit eps0*E^2/2: 1.107 MPa
d(eps_r)/ds, Clausius-Mossotti: -29.3
Total strain, linear formula: -2.10e-04
Total strain, energy minimum: -2.10e-04
Lowest d(eps_r)/ds within limit: -9.2
Highest d(eps_r)/ds within limit: 27.2
Donor density (rough): 1.0e+19 cm^-3
Face-field shift by donors: 0.20 MV/cm
Face stress, larger: 10.78 MPa
Face stress, smaller: 9.18 MPa
Effective mass (rough): 0.30 electron masses
WKB exponent: 7.48
WKB transmission: 5.6e-04
Thermal expansion (rough): 7.0e-06 1/K
Warming for a strain of p/Y: 9.5 K
Rough breakdown scale: 10 MV/cm
Maxwell stress at that scale: 39.8 MPa
Ion charge number: 3
Half jump distance: 0.15 nm
Activation volume: 0.010 nm^3
Barrier lowering by field: 0.225 eV
Stress times activation volume: 6.2e-04 eV
Temperature: 300 K
Thermal energy kT: 0.0259 eV
all good
```
